# RPA correlation energy from a log-determinant with resolution of the identity: a numerical check

```python
"""
Result under test: the closed-shell direct RPA correlation energy is
    E_c = 1/(2 pi) * integral_0^inf dw [ ln det(1 + Q(w)) - Tr Q(w) ],
    Q(w) = 4 B^T diag( D / (D^2 + w^2) ) B,
where D holds the orbital gaps e_a - e_i of all occupied-virtual pairs (ia), and
B (pairs x auxiliary functions) factorizes the Coulomb integrals, K = B B^T,
by resolution of the identity (RI) in the Coulomb metric.
ln det is taken from a Cholesky factor. Hartree atomic units unless stated.
Molecule: C2H2, PBE orbitals, cc-pVDZ, all electrons correlated.
"""
import time
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import solve_triangular
from pyscf import gto, dft, scf, df

HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]


def half_line_grid(n_points, scale):
    """Gauss-Legendre rule carried from (-1, 1) to (0, infinity)."""
    x, w = np.polynomial.legendre.leggauss(n_points)
    return scale * (1 + x) / (1 - x), w * 2 * scale / (1 - x) ** 2


def unit_interval_grid(n_points):
    x, w = np.polynomial.legendre.leggauss(n_points)
    return 0.5 * (x + 1), 0.5 * w


# ---- Exact adiabatic connection and fluctuation-dissipation: Hubbard dimer ----
hopping, repulsion = 1.0, 4.0
one = np.eye(2)
hop = np.array([[0.0, -hopping], [-hopping, 0.0]])
kinetic = np.kron(hop, one) + np.kron(one, hop)
double_occupancy = np.diag([1.0, 0.0, 0.0, 1.0])
site_density = [np.kron(np.diag(p), one) + np.kron(one, np.diag(p))
                for p in ([1.0, 0.0], [0.0, 1.0])]


def dimer_response_trace(coupling, freqs):
    """Sum over sites of the exact chi_ii(i w) at a given coupling strength."""
    energy, state = np.linalg.eigh(kinetic + coupling * repulsion * double_occupancy)
    gaps = energy[1:] - energy[0]
    total = np.zeros_like(freqs)
    for density in site_density:
        amplitude = state[:, 1:].T @ density @ state[:, 0]
        total -= (2 * gaps * amplitude ** 2
                  / (gaps ** 2 + freqs[:, None] ** 2)).sum(axis=1)
    return total


dimer_w, dimer_wt = half_line_grid(60, 2.0)
chi_free = dimer_response_trace(0.0, dimer_w)
dimer_acfd = 0.0
for lam, lam_wt in zip(*unit_interval_grid(24)):
    difference = dimer_response_trace(lam, dimer_w) - chi_free
    dimer_acfd -= lam_wt * repulsion * (dimer_wt @ difference) / (2 * np.pi)
free_ground = np.linalg.eigh(kinetic)[1][:, 0]
dimer_h = kinetic + repulsion * double_occupancy
dimer_exact = np.linalg.eigvalsh(dimer_h)[0] - free_ground @ dimer_h @ free_ground
assert abs(dimer_acfd - dimer_exact) < 1e-8

# ---- Orbitals and integrals of C2H2 ----
cc_length, ch_length = 1.20, 1.06  # chosen geometry, angstrom
z_c, z_h = cc_length / 2, cc_length / 2 + ch_length
mol = gto.M(atom=[["C", (0, 0, z_c)], ["C", (0, 0, -z_c)],
                  ["H", (0, 0, z_h)], ["H", (0, 0, -z_h)]],
            basis="cc-pvdz", unit="Angstrom", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
n_occ = mol.nelectron // 2
occ, vir = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]
n_vir = vir.shape[1]
n_pair = n_occ * n_vir
gap = (mf.mo_energy[None, n_occ:] - mf.mo_energy[:n_occ, None]).ravel()
assert gap.min() > 0

aux = df.addons.make_auxmol(mol, "cc-pvdz-ri")
three_center = df.incore.aux_e2(mol, aux, "int3c2e", aosym="s1")
pair_aux = np.einsum("mi,mnP,na->iaP", occ, three_center, vir, optimize=True)
n_aux = pair_aux.shape[2]
metric_factor = np.linalg.cholesky(aux.intor("int2c2e"))
B = solve_triangular(metric_factor, pair_aux.reshape(n_pair, n_aux).T, lower=True).T
K_ri = B @ B.T
K_full = np.einsum("mi,na,mnrs,rj,sb->iajb", occ, vir, mol.intor("int2e"),
                   occ, vir, optimize=True).reshape(n_pair, n_pair)


def build_q(factor, gaps, freq):
    return factor.T @ ((4 * gaps / (gaps ** 2 + freq ** 2))[:, None] * factor)


def cholesky_logdet(matrix):
    return 2 * np.log(np.diag(np.linalg.cholesky(matrix))).sum()


def integrand_parts(freq):
    q = build_q(B, gap, freq)
    return cholesky_logdet(np.eye(n_aux) + q), np.trace(q), np.sum(q * q)


# ---- Determinant, positivity and coupling-strength integral ----
q_static = build_q(B, gap, 0.0)
q_eigs = np.linalg.eigvalsh(q_static)
assert q_eigs.min() > -1e-10
logdet_static = cholesky_logdet(np.eye(n_aux) + q_static)
assert abs(logdet_static - np.log1p(q_eigs).sum()) < 1e-9
coupling_integral = sum(
    wt * np.trace(np.linalg.solve(np.eye(n_aux) + lam * q_static, q_static))
    for lam, wt in zip(*unit_interval_grid(24)))
assert abs(coupling_integral - logdet_static) < 1e-8

# ---- Frequency integral ----
scale = np.sqrt(gap.min() * gap.max())


def rpa_by_frequency(n_points):
    """Correlation energy and its second-order part."""
    freqs, weights = half_line_grid(n_points, scale)
    parts = np.array([integrand_parts(f) for f in freqs])
    return (weights @ (parts[:, 0] - parts[:, 1]) / (2 * np.pi),
            -weights @ parts[:, 2] / (4 * np.pi))


point_counts = [5, 10, 20, 40]
frequency_results = [rpa_by_frequency(n) for n in point_counts]
e_freq, e_second = frequency_results[-1]

# ---- Independent road: spin-orbital non-Hermitian RPA eigenvalue problem ----
K_spin = np.kron(np.ones((2, 2)), K_ri)
A_spin = np.diag(np.tile(gap, 2)) + K_spin
roots = np.linalg.eigvals(np.block([[A_spin, K_spin], [-K_spin, -A_spin]]))
assert np.abs(roots.imag).max() < 1e-5
positive_roots = roots.real[roots.real > 0]
assert len(positive_roots) == 2 * n_pair
e_plasmon = 0.5 * (positive_roots.sum() - np.trace(A_spin))
errors = [abs(result[0] - e_plasmon) for result in frequency_results]
assert errors[-1] < 1e-8
assert errors[1] < errors[0] / 10 and errors[2] < errors[1] / 10

# ---- Second order equals the direct MP2 sum over pairs ----
e_direct_mp2 = -2 * np.sum(K_ri ** 2 / (gap[:, None] + gap[None, :]))
assert abs(e_second - e_direct_mp2) < 1e-8

# ---- RI error: K_full - K_ri is positive, so RI energy lies above ----
ri_defect = np.linalg.eigvalsh(K_full - K_ri)
assert ri_defect.min() > -1e-8
root_gap = np.sqrt(gap)
M_full = np.diag(gap ** 2) + 4 * root_gap[:, None] * K_full * root_gap[None, :]
e_full = 0.5 * (np.sqrt(np.linalg.eigvalsh(M_full)).sum()
                - gap.sum() - 2 * np.trace(K_full))
assert e_full < e_freq < 0

# ---- High-frequency tail of the integrand ----
tail_freq = 300.0
tail_logdet, tail_trace, _ = integrand_parts(tail_freq)
tail_measured = (tail_logdet - tail_trace) * tail_freq ** 4
weighted = B.T @ (gap[:, None] * B)
tail_predicted = -8 * np.sum(weighted * weighted)
assert abs(tail_measured / tail_predicted - 1) < 0.02

# ---- Measured cost exponents when every dimension doubles ----
rng = np.random.default_rng(1)


def best_time(task, repeats=5):
    task()
    times = []
    for _ in range(repeats):
        start = time.process_time()
        task()
        times.append(time.process_time() - start)
    return min(times)


def q_time(occupied, virtual, auxiliary):
    factor = rng.standard_normal((occupied * virtual, auxiliary))
    gaps = rng.uniform(0.5, 5.0, occupied * virtual)
    return best_time(lambda: build_q(factor, gaps, 1.0))


def cholesky_time(size):
    x = rng.standard_normal((size, size))
    matrix = np.eye(size) + x @ x.T / size
    return best_time(lambda: cholesky_logdet(matrix))


q_exponent = np.log2(q_time(32, 160, 640) / q_time(16, 80, 320))
cholesky_exponent = np.log2(cholesky_time(2000) / cholesky_time(1000))
# Broad windows: processor efficiency changes with matrix size.
assert 3.3 < q_exponent < 4.7
assert 2.2 < cholesky_exponent < 3.8

# ---- Total energy ----
e_hf_expression = scf.RHF(mol).energy_tot(dm=mf.make_rdm1())

print(f"Hubbard dimer: t = {hopping:.1f}, U = {repulsion:.1f} (units of t)")
print(f"  E_c from exact response integral = {dimer_acfd:.8f} t")
print(f"  E_c from exact diagonalization   = {dimer_exact:.8f} t")
print(f"C2H2 bond lengths: C-C {cc_length:.2f}, C-H {ch_length:.2f} angstrom")
print(f"occupied {n_occ}, virtual {n_vir}, pairs {n_pair}, auxiliary {n_aux}")
print(f"smallest gap D_min = {gap.min():.5f} hartree")
print(f"largest gap D_max  = {gap.max():.5f} hartree")
print(f"grid scale w_0     = {scale:.5f} hartree")
print(f"largest eigenvalue of Q(0) = {q_eigs.max():.5f}")
print(f"ln det(1+Q(0)): Cholesky            = {logdet_static:.8f}")
print(f"ln det(1+Q(0)): coupling integral   = {coupling_integral:.8f}")
print("w (hartree), Tr Q, ln det(1+Q), difference ln det - Tr:")
for freq in (0.0, 0.5, 1.0, 2.0, 5.0, 20.0):
    ld, tr, _ = integrand_parts(freq)
    print(f"  {freq:5.1f}  {tr:10.6f}  {ld:10.6f}  {ld - tr:11.6f}")
print("frequency points, E_c (hartree), |error| against eigenvalues (hartree):")
for n, result, err in zip(point_counts, frequency_results, errors):
    print(f"  {n:3d}  {result[0]:.9f}  {err:.1e}")
print(f"E_c from RPA eigenvalues, RI integrals = {e_plasmon:.9f} hartree")
print(f"E_c with four-index integrals, no RI   = {e_full:.9f} hartree")
print(f"RI error in E_c = {(e_freq - e_full) * 1e3:.4f} millihartree")
print(f"smallest eigenvalue of K_full - K_ri = {ri_defect.min():.1e} hartree")
print(f"largest eigenvalue of K_full - K_ri  = {ri_defect.max():.1e} hartree")
print(f"second-order part, frequency integral = {e_second:.9f} hartree")
print(f"direct MP2 sum over pairs             = {e_direct_mp2:.9f} hartree")
print(f"w^4 x integrand at w = {tail_freq:.0f} hartree: {tail_measured:.3f} hartree^4")
print(f"predicted tail coefficient:          {tail_predicted:.3f} hartree^4")
print(f"measured cost exponent, Q build  = {q_exponent:.2f}")
print(f"measured cost exponent, Cholesky = {cholesky_exponent:.2f}")
print(f"Hartree-Fock expression, PBE orbitals = {e_hf_expression:.6f} hartree")
print(f"RPA correlation energy = {e_freq:.6f} hartree = {e_freq * HARTREE_IN_EV:.4f} eV")
print(f"total RPA energy       = {e_hf_expression + e_freq:.6f} hartree")
print("verified")
```

Running it gives:

```
Hubbard dimer: t = 1.0, U = 4.0 (units of t)
  E_c from exact response integral = -0.82842712 t
  E_c from exact diagonalization   = -0.82842712 t
C2H2 bond lengths: C-C 1.20, C-H 1.06 angstrom
occupied 7, virtual 31, pairs 217, auxiliary 140
smallest gap D_min = 0.26257 hartree
largest gap D_max  = 13.20470 hartree
grid scale w_0     = 1.86203 hartree
largest eigenvalue of Q(0) = 3.93108
ln det(1+Q(0)): Cholesky            = 11.51453677
ln det(1+Q(0)): coupling integral   = 11.51453677
w (hartree), Tr Q, ln det(1+Q), difference ln det - Tr:
    0.0   16.109536   11.514537    -4.594999
    0.5   10.053101    8.361410    -1.691692
    1.0    6.344136    5.683364    -0.660772
    2.0    3.121952    2.967337    -0.154615
    5.0    0.876741    0.865199    -0.011542
   20.0    0.096356    0.096160    -0.000196
frequency points, E_c (hartree), |error| against eigenvalues (hartree):
    5  -0.413998607  9.0e-04
   10  -0.413115748  1.8e-05
   20  -0.413097597  5.4e-10
   40  -0.413097597  1.9e-12
E_c from RPA eigenvalues, RI integrals = -0.413097597 hartree
E_c with four-index integrals, no RI   = -0.413294107 hartree
RI error in E_c = 0.1965 millihartree
smallest eigenvalue of K_full - K_ri = -2.2e-17 hartree
largest eigenvalue of K_full - K_ri  = 7.3e-04 hartree
second-order part, frequency integral = -0.702960970 hartree
direct MP2 sum over pairs             = -0.702960970 hartree
w^4 x integrand at w = 300 hartree: -48.360 hartree^4
predicted tail coefficient:          -48.474 hartree^4
measured cost exponent, Q build  = 3.76
measured cost exponent, Cholesky = 2.95
Hartree-Fock expression, PBE orbitals = -76.813702 hartree
RPA correlation energy = -0.413098 hartree = -11.2410 eV
total RPA energy       = -77.226800 hartree
verified
```
